\section*{The acceptor ground multiplet without spin-orbit coupling}

When the spin-orbit splitting of the valence band is set to zero, the ground level of a hole bound to a Coulomb acceptor has unit angular momentum $F=1$, where $\mathbf F=\mathbf L+\mathbf I$ adds the envelope angular momentum $\mathbf L$ to the unit angular momentum $\mathbf I$ of the threefold valence orbital. The level has even parity, mixes $s$ and $d$ envelopes, and is sixfold with spin. In the spherical approximation this holds for any positive light and heavy band masses. For weak coupling between orbital and envelope its energy is
\begin{equation}
E=-\tfrac12\Big[1+\Big(\tfrac{35}{3}-\pi^2\Big)\mu^2\Big]+O(\mu^3),
\end{equation}
in units defined below. A weak spin-orbit splitting $\Delta$ then separates a lower quartet from a doublet by $\kappa\Delta$, with $\kappa=1-\tfrac32P_D>0$ and $P_D$ the $d$ weight.

The three valence orbitals transform like $x,y,z$, so the envelope is a vector field $\psi_i(\mathbf r)$; spin is a passive factor of two. Hole energy is counted positive into the band. With the band parameters $\gamma_1,\gamma_2,\gamma_3$, the kinetic matrix is $\hbar^2h_{ij}/2m_e$, with wave vector $\mathbf k$ and
\begin{align}
h_{ii}&=(\gamma_1+4\gamma_2)k_i^2+(\gamma_1-2\gamma_2)(k^2-k_i^2),\nonumber\\
h_{ij}&=6\gamma_3k_ik_j\quad(i\ne j).
\end{align}
Its part beyond $\gamma_1k^2\delta_{ij}$ is a product of two second-rank tensors, one in $\mathbf k$ and one in the orbital. Two of the five components carry $\gamma_2$ and three carry $\gamma_3$. The rotationally invariant part weights the five equally, which gives $\gamma=(2\gamma_2+3\gamma_3)/5$. Keeping this part is the spherical approximation. Take $\varepsilon\gamma_1a_0$ as the length unit and $E_h/(\varepsilon^2\gamma_1)$ as the energy unit, where $\varepsilon$ is the relative permittivity, $a_0$ the Bohr radius and $E_h$ the Hartree energy. Then, with $\mathbf p=-i\nabla$ and $\mu=2\gamma/\gamma_1$,
\begin{equation}
H\psi=\tfrac12\big[Mp^2\psi+(L-M)\,\mathbf p(\mathbf p\cdot\psi)\big]-\frac{\psi}{r},\quad M=1-\mu,\quad L=1+2\mu .
\end{equation}
A field along $\mathbf p$ has inverse mass $L$; the two transverse fields have $M$. Both must be positive, so $-\tfrac12<\mu<1$.

Rotating position and field together leaves $H$ unchanged, so $\mathbf F$ is conserved, and so is parity $(-1)^l$. For given $F\ge1$ the envelope can have $l=F-1,F,F+1$; the first and last share a parity. For $F=0$ there is just $l=1$. To compare these sectors I work in momentum space. Let $Y$ be a normalized spherical harmonic of degree $F$. Each Cartesian component of $\nabla_p(p^FY)$ is harmonic of degree $F-1$, and each component of $\nabla_p(p^{-F-1}Y)$ has angular degree $F+1$. Define $\mathbf N=\hat{\mathbf p}Y$ and $\mathbf T=p\nabla_pY/\sqrt{F(F+1)}$, which are normalized, longitudinal and transverse. Then
\begin{align}
\nabla_p(p^FY)&=p^{F-1}\big[F\mathbf N+\sqrt{F(F+1)}\,\mathbf T\big],\nonumber\\
\nabla_p(p^{-F-1}Y)&=p^{-F-2}\big[-(F+1)\mathbf N+\sqrt{F(F+1)}\,\mathbf T\big].
\end{align}
The squared norms of the brackets are $F(2F+1)$ and $(F+1)(2F+1)$, so the normalized fields of definite $l$ are
\begin{equation}
\mathbf A_{F-1}=\frac{\sqrt F\,\mathbf N+\sqrt{F+1}\,\mathbf T}{\sqrt{2F+1}},\qquad
\mathbf A_{F+1}=\frac{-\sqrt{F+1}\,\mathbf N+\sqrt F\,\mathbf T}{\sqrt{2F+1}} .
\end{equation}
The remaining field, $\hat{\mathbf p}\times\mathbf T$, is transverse and has $l=F$.

The Coulomb term acts on each component alone. Its momentum kernel is $-1/(2\pi^2|\mathbf p-\mathbf p'|^2)=-1/[4\pi^2pp'(z-t)]$, with $t=\hat{\mathbf p}\cdot\hat{\mathbf p}'$ and $z=(p^2+p'^2)/2pp'\ge1$. Expand $1/(z-t)=\sum_l(2l+1)Q_l(z)P_l(t)$, where
\begin{equation}
Q_l(z)=\frac12\int_{-1}^1\frac{P_l(t)}{z-t}\,dt .
\end{equation}
The addition theorem turns $(2l+1)P_l$ into $4\pi\sum_mY_{lm}Y^*_{lm}$, so the kernel for degree $l$ is $-Q_l(z)/(\pi pp')$. For the field $a(p)\mathbf T+b(p)\mathbf N$, with $\int p^2(a^2+b^2)dp=1$ and real $a,b$, the energy is
\begin{align}
E={}&\tfrac12\int p^4(Ma^2+Lb^2)\,dp\nonumber\\
&-\frac1\pi\iint pp'\big[K_{aa}aa'+K_{bb}bb'+K_{ab}(ab'+ba')\big]dp\,dp',
\end{align}
where primed amplitudes are taken at $p'$. Inverting the definitions of $\mathbf A_{F\pm1}$ gives
\begin{align}
K_{aa}&=\frac{(F+1)Q_{F-1}+FQ_{F+1}}{2F+1},\nonumber\\
K_{bb}&=\frac{FQ_{F-1}+(F+1)Q_{F+1}}{2F+1}=zQ_F,\nonumber\\
K_{ab}&=\frac{\sqrt{F(F+1)}}{2F+1}(Q_{F-1}-Q_{F+1}).
\end{align}
The form $zQ_F$ follows from $(2F+1)tP_F=(F+1)P_{F+1}+FP_{F-1}$: divide by $2(z-t)$, integrate, write $t=z-(z-t)$, and use $\int P_F\,dt=0$ for $F\ge1$.

All three kernels are positive and fall as $F$ grows. Insert $P_l=(2^ll!)^{-1}d^l(t^2-1)^l/dt^l$ in $Q_l$ and integrate by parts $l$ times:
\begin{equation}
Q_l(z)=\frac12\int_{-1}^{1}\frac{1}{z-t}\left[\frac{1-t^2}{2(z-t)}\right]^ldt .
\end{equation}
For $z>1$ the bracket is the product of $(1-t)/(z-t)$ and $(1+t)/2$, both between 0 and 1. Hence $Q_l>Q_{l+1}>0$, and $K_{bb}=zQ_F$ falls with $F$. So does $K_{aa}$: it is an average of two decreasing quantities, and the weight $(F+1)/(2F+1)$ of the larger one also decreases.

For $K_{ab}$ define $w_F=-(z^2-1)Q_F'$. Legendre's equation, $[(z^2-1)Q_F']'=F(F+1)Q_F$, gives $w_F'=-F(F+1)Q_F$. The relation $(2F+1)P_F=P_{F+1}'-P_{F-1}'$ carries over to $Q$, because the boundary terms at $t=\pm1$ are equal for $F+1$ and $F-1$ and cancel. Integrating from infinity, where all terms vanish,
\begin{equation}
w_F=\frac{F(F+1)}{2F+1}(Q_{F-1}-Q_{F+1}),\qquad K_{ab}=\frac{w_F}{\sqrt{F(F+1)}} .
\end{equation}
Differentiating $w_F'$ once more gives $w_F''=F(F+1)w_F/(z^2-1)$. Near $z=1$, $Q_F\simeq-\tfrac12\ln(z-1)$, so $w_F(1)=1$; and $w_F(\infty)=0$. Let $d=w_F-w_{F+1}$, which vanishes at both ends. If $d$ were negative somewhere, it would have a negative minimum with $d''\ge0$. But
\begin{equation}
d''=\frac{F(F+1)\,d-2(F+1)w_{F+1}}{z^2-1}<0
\end{equation}
there. So $w_{F+1}\le w_F$, and the growing denominator makes $K_{ab}$ fall strictly.

Now take the lowest state of a coupled sector with $F\ge2$ and use $|a|,|b|$ as a trial state for even $F=1$. The kinetic energy is unchanged and the attraction is larger, so the $F=1$ energy is lower. The single-channel sectors have kernel $Q_F\le Q_1$ for $l=F\ge1$, with inverse mass $M$, and $Q_1$ for $F=0$, with inverse mass $L$. At $F=1$,
\begin{equation}
K_{aa}=\tfrac13(2Q_0+Q_2)>\tfrac13(Q_0+2Q_2)=K_{bb}=zQ_1>Q_1 ,
\end{equation}
so putting the same amplitude into $a$ or $b$ again lowers the energy. Even $F=1$ is therefore the ground sector. Within it, $a$ and $b$ can be taken positive, since a change of sign would lose attraction. Two positive solutions cannot be orthogonal, so the radial state is unique and the degeneracy is $3\times2=6$.

Two excited levels are available in closed form. The field $\mathbf r\times\mathbf c\,h(r)$, with constant $\mathbf c$, has zero divergence, so it is a hydrogen $2p$ problem with inverse mass $M$: the lowest odd $F=1$ energy is $-1/(8M)$. The field $\mathbf r\,h(r)$ has zero curl, so $\nabla(\nabla\cdot\psi)=\nabla^2\psi$, and the lowest $F=0$ energy is $-1/(8L)$.

In position space the ground field is
\begin{equation}
\psi=\mathbf c\,f(r)+\mathbf D\,g(r),\qquad \mathbf D=\frac{3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf c)-\mathbf c}{\sqrt2},\qquad|\mathbf c|=1 .
\end{equation}
The angular average of $|\mathbf D|^2$ is $\tfrac12\langle3(\hat{\mathbf r}\cdot\mathbf c)^2+1\rangle=1$, so, with angular integrals taken as averages, the norm is $\int r^2(f^2+g^2)dr=1$ and $P_D=\int r^2g^2dr$. Using $\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf c)=\mathbf c/3+(\sqrt2/3)\mathbf D$,
\begin{align}
\nabla\big(\nabla\cdot\mathbf cf\big)&=\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf c)\Big(f''-\frac{f'}r\Big)+\mathbf c\frac{f'}r\nonumber\\
&=\frac{\mathbf c}{3}\Big(f''+\frac{2f'}r\Big)+\frac{\sqrt2}{3}\mathbf D\Big(f''-\frac{f'}r\Big).
\end{align}
Since $L-M=3\mu$, the $s$ kinetic coefficient is $M+\mu=1$, and the term feeding $d$ from $s$ is $-\tfrac12(3\mu)(\sqrt2/3)=-\mu/\sqrt2$ times $f''-f'/r$. A $d$ field has longitudinal weight $\langle(\hat{\mathbf p}\cdot\mathbf D)^2\rangle=2\langle(\hat{\mathbf p}\cdot\mathbf c)^2\rangle=\tfrac23$, so its coefficient is $M+2\mu=1+\mu$. The reverse coupling follows by integrating $\int r^2g(f''-f'/r)dr$ by parts. The radial equations are
\begin{align}
-\tfrac12\Big(f''+\frac{2f'}r\Big)-\frac fr-\frac{\mu}{\sqrt2}\Big(g''+\frac{5g'}r+\frac{3g}{r^2}\Big)&=Ef,\nonumber\\
-\frac{1+\mu}2\Big(g''+\frac{2g'}r-\frac{6g}{r^2}\Big)-\frac gr-\frac{\mu}{\sqrt2}\Big(f''-\frac{f'}r\Big)&=Eg .
\end{align}

For small $\mu$ start from $f=2e^{-r}$, $E=-\tfrac12$. The source in the $d$ equation is $W=-\sqrt2\,\mu\,e^{-r}(1+1/r)$. To first order $(H_d+\tfrac12)g=-W$, where $H_d$ is the $l=2$ hydrogen operator, and the energy change is $E_2=\langle W|g\rangle$. Expand in functions $S_n$, $n\ge3$, that solve $(\tfrac12p^2+\tfrac12-n/r)S_n=0$ with $\langle S_n|r^{-1}|S_m\rangle=\delta_{nm}$. Then $(H_d+\tfrac12)S_n=(n-1)S_n/r$, and
\begin{equation}
E_2=-\sum_{n\ge3}\frac{\langle S_n|W\rangle^2}{n-1}.
\end{equation}
Here $S_n=N_nr^2e^{-r}L^{(5)}_k(2r)$ with $k=n-3$ and $N_n^2=64\,k!/(k+5)!$. The generating function of the Laguerre polynomials gives $\int_0^\infty x^se^{-x}L_k^{(5)}dx$ as the coefficient of $u^k$ in $s!(1-u)^{s-5}$, which is $24$ for $s=4$ and $6(k+1)$ for $s=3$. Therefore
\begin{equation}
\int_0^\infty(r^4+r^3)e^{-2r}L_k^{(5)}(2r)\,dr=\frac{24}{32}+\frac{6(k+1)}{16}=\frac{3n}8 ,
\end{equation}
and, since $(k+5)!/k!=(n+2)(n+1)n(n-1)(n-2)$,
\begin{equation}
E_2=-18\mu^2\sum_{n\ge3}\frac{n}{(n^2-4)(n+1)(n-1)^2}.
\end{equation}
The summand equals
\begin{equation}
\frac{1}{6(n-2)}-\frac{7}{36(n-1)}+\frac{1}{12(n+1)}-\frac{1}{18(n+2)}-\frac1{6(n-1)^2}.
\end{equation}
The four simple coefficients add to zero, so only the unmatched first terms of the harmonic sums survive: $\tfrac7{36}-\tfrac1{12}\cdot\tfrac{11}6+\tfrac1{18}\cdot\tfrac{25}{12}=\tfrac{17}{108}$. The last term gives $-\tfrac16(\pi^2/6-1)$. The sum is $\tfrac{35}{108}-\tfrac{\pi^2}{36}$, hence $E_2=-(\tfrac{35}6-\tfrac{\pi^2}2)\mu^2$, as stated at the start. The coefficient $35/3-\pi^2=1.7971$ compares with $1.7976$ from finite differences of the solved radial problem at step $\mu=0.01$; the excess is the fourth-order term and vanishes on extrapolation to zero step.

The next term is $\langle g|\mu p^2/2|g\rangle$, positive for $\mu>0$, because the $d$ wave then has the larger kinetic coefficient. Accordingly the solved energies are $-0.5322$ at $\mu=0.2$ and $-0.5497$ at $\mu=-0.2$, on either side of the second-order value $-0.5359$. At $\mu=0.4$ the second-order formula overbinds ($-0.644$ against $-0.634$), and at $\mu=0.5286$ it underbinds ($-0.751$ against $-0.761$). The small error near the crossing is thus no sign of a converged expansion.

Weak spin-orbit coupling is added as $H_{so}=(\Delta/3)(1-2\mathbf I\cdot\mathbf S)$. Since $\mathbf I\cdot\mathbf S$ is $\tfrac12$ or $-1$, the band edges lie at $0$ and $\Delta$. Inside the $F=1$ level the projection theorem replaces $\mathbf I$ by $\kappa\mathbf F$, with $\kappa=\langle\mathbf I\cdot\mathbf F\rangle/2$ and $\mathbf I\cdot\mathbf F=\tfrac12(F^2+I^2-L^2)$. This is $2$ for $l=0$ and $-1$ for $l=2$, so $\kappa=(1-P_D)-\tfrac12P_D=1-\tfrac32P_D$. With $\mathbf J=\mathbf F+\mathbf S$,
\begin{equation}
\delta E_{3/2}=\frac\Delta3(1-\kappa),\qquad \delta E_{1/2}=\frac\Delta3(1+2\kappa),
\end{equation}
and the gap is $\kappa\Delta$. The $d$ amplitude in momentum space is $(a-\sqrt2\,b)/\sqrt3$, so
\begin{equation}
\kappa=1-\tfrac12\int p^2(a-\sqrt2\,b)^2dp=\int p^2\Big(\tfrac12a^2+\sqrt2\,ab\Big)dp>0 ,
\end{equation}
where the norm replaced the 1. The quartet is the lower level because $a$ and $b$ are positive. The two ends of the range of $\mu$ are simple. If $M/L\to0$, binding comes from the transverse amplitude, which costs little kinetic energy, so $b\to0$, and $\kappa\to\tfrac12$, $P_D\to\tfrac13$. If $L/M\to0$, then $a\to0$, $\kappa\to0$ and $P_D\to\tfrac23$: the first-order splitting closes.

For a worked case take rough typical values for cubic silicon carbide: $\gamma_1=2.8$, $\gamma_2=0.5$, $\gamma_3=0.9$, $\varepsilon=9.7$, $\Delta=10$ meV. Then $\gamma=(1.0+2.7)/5=0.74$ and $\mu=1.48/2.8=0.5286$. The units are $103.3$ meV and $1.437$ nm. The binding energy is $0.7611\times103.3=78.6$ meV, or $0.0786$ eV, against $51.6$ meV at $\mu=0$. A separate calculation in a Gaussian basis, with the angular matrix of the vector Hamiltonian found by quadrature and projected on $F=1$, gives the same $78.6$ meV. The next level is odd $F=1$ at $103.3/(8\times0.4714)=27.4$ meV. No other excited level is deeper: for $\mu>0$ the term $\tfrac12(L-M)\mathbf p(\mathbf p\cdot\psi)$ is never negative, so each level of $H$ lies at or above the matching level of $\tfrac12Mp^2-1/r$, whose second energy is $-1/(8M)$. The $d$ weight is $0.123$, so $\kappa=0.816$ and the first-order gap is $8.16$ meV; diagonalization with the full $\Delta$ gives $8.15$ meV. The quartet rises by $0.57$ meV, against $0.61$ meV to first order. The zero spin-orbit limit is a good start here because $\Delta$ is small beside the distance to the levels it can mix in. Spin-orbit coupling keeps parity, so these levels are even, and they are at least $51$ meV away. When $\Delta$ is comparable with that distance, first order fails sooner for the shift than for the gap: at $\Delta=50$ meV the gap is $40.0$ meV against $40.8$ meV to first order, but the quartet rises by only $2.2$ meV against $3.1$ meV.

In real silicon carbide other assumptions change the binding energy by more than the spin-orbit shift of the quartet. Restoring cubic warping, with envelopes up to $l=4$, adds $7.6$ meV to the binding, about 10\%. Going on to $l=6$ raises this to $8.3$ meV and to $l=8$ to $8.4$ meV; it settles at $8.45$ meV, about 11\%, for $l=10$ and $12$. Warping also lowers $\kappa$ from $0.82$ to $0.75$, so the first-order spin-orbit gap becomes $7.5$ meV. The level stays threefold in orbit, since a vector is irreducible in the cubic group. Along $[110]$ the kinetic matrix gives a smallest inverse mass of $3.3-2.7=0.6$, against $\gamma_1-2\gamma=1.32$ in the spherical model, so the warping is strong. The larger fault is at the ion, where the host does not screen fully. An added attraction $(\varepsilon-1)e^{-r/\lambda}$ times the screened Coulomb term, with an assumed $\lambda=0.1$ nm, adds $45$ meV to first order. By the variational principle this is a lower bound within that potential, and here a very poor one: solving the spherical model with the added term gives a gain of about $0.77$ eV, because the hole collapses into the core. At $\lambda=0.07$ nm the gain is $0.20$ eV, and at $0.05$ nm it is $0.05$ eV. So steep a dependence on an assumed length means that this model cannot predict the binding energy, and effective-mass theory is itself doubtful at such distances. Aluminium in silicon carbide is bound by roughly $0.2$ eV, so the model level is far too shallow for it, while the symmetry of the multiplet does not rest on that number.

At 300 K, $kT=25.9$ meV exceeds the gap, and the doublet holds $0.27$ of the neutral acceptors, near the one third of a sixfold level. For $10^{18}$ cm$^{-3}$ uncompensated acceptors, with binding and band density held fixed, the ionized fraction is $0.41$ with degeneracy 6 and $0.47$ with degeneracy 4. These fractions show the effect of the degeneracy and are not predictions. They use the band density of the spherical model, which warping raises by about 27\%, and they leave out excited states. Odd $F=1$ alone would add $e^{-51.2/25.9}\approx14\%$ to the neutral weight, and all excited levels bound by more than $10$ meV together add about $70\%$. With these levels included, the fraction for the sixfold ground level falls from $0.41$ to $0.33$, a change of the same size as that between degeneracies 6 and 4. The cutoff is a choice, since the sum over Coulomb levels keeps growing as it is lowered: the fraction is $0.36$ for a cutoff of $15$ meV and $0.27$ for $5$ meV. Let $E_b$ be the binding energy and $C=E_ha_0/\varepsilon=148$ meV nm the strength of the screened Coulomb term. An effective radius $a_b=C/(2E_b)=0.94$ nm and the rough rule $n^{1/3}a_b=\tfrac14$ give a metal-insulator density of $2\times10^{19}$ cm$^{-3}$, well above the density used here. A force $f$ from an electric field lowers the Coulomb barrier by $2\sqrt{Cf}$. This reaches the model level at $f=E_b^2/(4C)$, a field of $0.10$ MV/cm, and tunnelling sets in below that. The lowest levels of the other sectors computed are bound by $19.5$ meV (odd $F=2$), $12.2$ meV (even $F=2$), $8.9$ meV (even $F=3$) and $6.3$ meV ($F=0$).

\section*{Numbers as computed}
\begin{verbatim}
Input gamma1, gamma2, gamma3 (rough): 2.8, 0.5, 0.9
Input relative permittivity (rough): 9.7
Input band spin-orbit splitting (rough): 10.0 meV
Spherical gamma: 0.7400;  mu: 0.5286
Inverse masses: transverse M 1.320, longitudinal L 5.760 (1/m_e)
Energy unit: 103.29 meV;  length unit: 1.437 nm
Hydrogenic binding at mu=0: 51.64 meV
Weak-coupling coefficient 35/3-pi^2: 1.79706
  same from finite differences: 1.79760
mu, energy (scaled units), second-order energy, d weight, kappa:
  -0.2000  -0.54968  -0.53594   0.0503   0.9246
   0.2000  -0.53224  -0.53594   0.0251   0.9624
   0.4000  -0.63414  -0.64376   0.0795   0.8808
   0.5286  -0.76112  -0.75104   0.1227   0.8160
Ground F=1 even, binding: 78.61 meV = 0.0786 eV
  Gaussian-basis check: 78.61 meV
  lowest F=0 odd, binding: 6.28 meV
  lowest F=1 odd, binding: 27.39 meV
  lowest F=2 odd, binding: 19.52 meV
  lowest F=2 even, binding: 12.17 meV
  lowest F=3 even, binding: 8.94 meV
d weight: 0.1227;  kappa: 0.8160
Root-mean-square radius: 1.782 nm
First-order quartet-doublet gap: 8.16 meV
Full-diagonalization gap: 8.15 meV
First-order quartet upward shift: 0.61 meV
Full quartet upward shift: 0.57 meV
Cubic warping, binding change (l up to 4): 7.55 meV
Assumed core screening length: 0.10 nm
Incomplete screening, first-order binding gain: 45.0 meV
Field that lowers the barrier to the level: 0.1041 MV/cm
Effective radius from binding: 0.944 nm
Rough metal-insulator density: 1.86e+19 cm^-3
Temperature: 300 K;  kT: 25.85 meV
Doublet share of neutral acceptors: 0.267
Band density of states, zero spin-orbit: 3.49e+19 cm^-3
Acceptor density: 1.0e+18 cm^-3
Ionized fraction, degeneracy 6: 0.406;  degeneracy 4: 0.470
\end{verbatim}
